# Multislice equation from the squared Dirac equation, with constants at 300 kV: a numerical check

```python
"""
Result under test: for a fast electron in a weak electrostatic potential Phi
the Dirac equation reduces to
    d(phi)/dz = (i/2k) Laplacian_perp(phi) + i sigma Phi phi,  sigma = gamma/k = 1/v,
solved slice by slice: multiply by exp(i sigma * integral of Phi dz), then
propagate freely (Fourier factor exp(-i q^2 D/2k), D = slice thickness).
Symbols (Hartree atomic units): c speed of light, E = gamma c^2 total energy,
V = -Phi potential energy, k vacuum wavenumber, v speed, q transverse wavenumber.
The final comparison propagates the full four-component Dirac equation.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq

# ---------- Dirac matrices ----------
pauli = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]


def block_product(a, b):
    return sp.Matrix(4, 4, lambda i, j: a[i // 2, j // 2] * b[i % 2, j % 2])


alpha_sym = [block_product(pauli[0], s) for s in pauli]
beta_sym = block_product(pauli[2], sp.eye(2))
alpha = [np.array(m.tolist(), dtype=complex) for m in alpha_sym]
beta = np.array(beta_sym.tolist(), dtype=complex)

# ---------- squared Dirac equation, arbitrary V and spinor ----------
xyz = sp.symbols("x y z", real=True)
c_s, E_s = sp.symbols("c E", positive=True)
V_s = sp.Function("V")(*xyz)
psi_s = sp.Matrix([sp.Function("f%d" % i)(*xyz) for i in range(4)])


def free_dirac(f):
    out = c_s**2 * beta_sym * f
    for a, s in zip(alpha_sym, xyz):
        out += -sp.I * c_s * a * f.diff(s)
    return out


first = psi_s * (E_s - V_s) - free_dirac(psi_s)
squared = first * (E_s - V_s) + free_dirac(first)
claimed = psi_s * ((E_s - V_s)**2 - c_s**4)
for a, s in zip(alpha_sym, xyz):
    claimed += c_s**2 * psi_s.diff(s, 2) + sp.I * c_s * V_s.diff(s) * (a * psi_s)
assert (squared - claimed).expand() == sp.zeros(4, 1)

# ---------- electron at 300 kV ----------
c = 1 / const.fine_structure
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
bohr_m = const.physical_constants["Bohr radius"][0]
voltage = 300e3
T = voltage / hartree_eV
gamma = 1 + T / c**2
E = gamma * c**2
k = c * np.sqrt(gamma**2 - 1)
v = k / gamma
lam = 2 * np.pi / k
sigma = gamma / k
lam_pm = lam * bohr_m * 1e12
sigma_V_nm = sigma / (hartree_eV * bohr_m * 1e9)


def dirac_matrix(kvec):
    return c * sum(q * a for q, a in zip(kvec, alpha)) + c**2 * beta


def wavenumber(local_energy):
    def mismatch(q):
        return np.linalg.eigvalsh(dirac_matrix((0, 0, q)))[-1] - local_energy
    return brentq(mismatch, 1.0, 1000.0, xtol=1e-12)


dV = 50.0
k_mid, k_up, k_down = wavenumber(E), wavenumber(E - dV), wavenumber(E + dV)
assert abs(k_mid / k - 1) < 1e-10
sigma_numeric = -(k_up - k_down) / (2 * dV)
assert abs(sigma_numeric / sigma - 1) < 1e-5
curvature = (k_up - 2 * k_mid + k_down) / dV**2
assert abs(curvature * (-k**3) - 1) < 1e-4
# unit conversion checked by a calculation entirely in SI units
T_SI = voltage * const.e
rest_SI = const.m_e * const.c**2
p_SI = np.sqrt(T_SI**2 + 2 * T_SI * rest_SI) / const.c
v_SI = p_SI * const.c**2 / (T_SI + rest_SI)
assert abs(const.h / p_SI * 1e12 / lam_pm - 1) < 1e-7
assert abs(const.e / (const.hbar * v_SI) * 1e-9 / sigma_V_nm - 1) < 1e-7


# ---------- effect of the spin term in single scattering ----------
def positive_projector(kvec):
    vectors = np.linalg.eigh(dirac_matrix(kvec))[1][:, 2:]
    return vectors @ vectors.conj().T


u = positive_projector((0, 0, k)) @ np.array([1, 0, 0, 0], dtype=complex)
u /= np.linalg.norm(u)
angle = 1.0
k_out = k * np.array([np.sin(angle), 0, np.cos(angle)])
q_vec = k_out - np.array([0, 0, k])
source = 2 * gamma * u + sum(q * a for q, a in zip(q_vec, alpha)) @ u / c
assert np.allclose(source, 2 * gamma * positive_projector(k_out) @ u, atol=1e-9)
spin_factor = np.linalg.norm(source)**2 / (4 * gamma**2)
spin_formula = 1 - (v / c)**2 * np.sin(angle / 2)**2
assert abs(spin_factor - spin_formula) < 1e-9

# ---------- layered model crystal ----------
a_x, layer, layers, Phi0 = 6.0, 8.0, 25, 2.0
thickness = layers * layer
G = 2 * np.pi / a_x
points = 32
x_grid = np.arange(points) * a_x / points
q_grid = 2 * np.pi * np.fft.fftfreq(points, d=a_x / points)
orders = np.arange(-12, 13)
q_beam = orders * G
size = len(orders)
shape = np.eye(size) + 0.5 * (np.eye(size, k=1) + np.eye(size, k=-1))

# ---------- free propagator: real-space kernel against Fourier factor ----------
width, x0, y0 = 0.5, 0.3, -0.2
s = np.linspace(-4, 4, 801)
X, Y = np.meshgrid(s, s)
kernel = k / (2j * np.pi * layer) * np.exp(
    1j * k * ((x0 - X)**2 + (y0 - Y)**2) / (2 * layer))
by_kernel = np.sum(kernel * np.exp(-(X**2 + Y**2) / (2 * width**2))) * (s[1] - s[0])**2
w = np.linspace(-18, 18, 801)
QX, QY = np.meshgrid(w, w)
Q2 = QX**2 + QY**2
by_fourier = np.sum(2 * np.pi * width**2 * np.exp(
    -Q2 * width**2 / 2 - 1j * Q2 * layer / (2 * k) + 1j * (QX * x0 + QY * y0)))
by_fourier *= (w[1] - w[0])**2 / (4 * np.pi**2)
assert abs(by_kernel - by_fourier) < 1e-8


# ---------- multislice ----------
def multislice(n_slices, projected, strength, k_used, propagate=True):
    transmission = np.exp(1j * strength * projected * (1 + np.cos(G * x_grid)))
    step = thickness / n_slices
    free = np.exp(-1j * q_grid**2 * step / (2 * k_used)) if propagate else 1.0
    wave = np.ones(points, dtype=complex)
    for _ in range(n_slices):
        wave = np.fft.ifft(free * np.fft.fft(transmission * wave))
    return (np.fft.fft(wave) / points)[orders % points]


# slice-thickness errors, potential uniform in z with the same mean value
Phi_mean = Phi0 / 2
generator = -np.diag(q_beam**2 / (2 * k)) + sigma * Phi_mean * shape
reference = expm(1j * generator * thickness)[:, size // 2]
wave_error, intensity_error = [], []
for n_slices in (50, 100):
    trial = multislice(n_slices, Phi_mean * thickness / n_slices, sigma, k)
    wave_error.append(np.max(abs(trial - reference)))
    intensity_error.append(np.max(abs(abs(trial)**2 - abs(reference)**2)))
wave_ratio = wave_error[0] / wave_error[1]
intensity_ratio = intensity_error[0] / intensity_error[1]
assert 1.9 < wave_ratio < 2.1
assert 3.8 < intensity_ratio < 4.2


# ---------- full Dirac propagation along z ----------
def dirac_z_generator(V_matrix):
    one = np.eye(size)
    m = np.kron(E * one - V_matrix, alpha[2])
    m = m - np.kron(np.diag(q_beam), c * alpha[2] @ alpha[0])
    m = m - np.kron(one, c**2 * alpha[2] @ beta)
    return 1j * m / c - 1j * k * np.eye(4 * size)


with_potential = expm(dirac_z_generator(-Phi0 * shape) * layer / 2)
without_potential = expm(dirac_z_generator(np.zeros((size, size))) * layer / 2)
entry = np.kron(np.eye(size)[size // 2], u)
exit_wave = np.linalg.matrix_power(without_potential @ with_potential, layers) @ entry
I_dirac = np.sum(abs(exit_wave.reshape(size, 4))**2, axis=1)

projected = Phi0 * layer / 2
I_multi = abs(multislice(layers, projected, sigma, k))**2
k_nr = np.sqrt(2 * T)
I_nonrel = abs(multislice(layers, projected, 1 / k_nr, k_nr))**2
I_noprop = abs(multislice(layers, projected, sigma, k, propagate=False))**2
difference = np.max(abs(I_multi - I_dirac))
difference_nr = np.max(abs(I_nonrel - I_dirac))
difference_np = np.max(abs(I_noprop - I_dirac))
# allowed gap: neglected angle terms and finite slices, each below 1e-3
assert difference < 2e-3
assert difference_nr > 0.05 and difference_np > 0.01
assert abs(I_multi.sum() - 1) < 1e-8

# ---------- sizes of neglected terms for the fifth beam ----------
q5 = 5 * G
theta5 = np.arcsin(q5 / k)
phase_gap = (k - np.sqrt(k**2 - q5**2) - q5**2 / (2 * k)) * thickness
assert abs(phase_gap / (q5**4 * thickness / (8 * k**3)) - 1) < 2e-3

print(f"accelerating voltage: {voltage/1e3:.0f} kV")
print(f"speed of light c: {c:.4f} a.u.")
print(f"kinetic energy T: {T:.2f} hartree")
print(f"rest energy c^2: {c**2:.2f} hartree")
print(f"gamma: {gamma:.5f} (no unit)")
print(f"speed v: {v:.3f} a.u.")
print(f"v/c: {v/c:.5f} (no unit)")
print(f"wavenumber k: {k:.3f} 1/bohr")
print(f"wavelength: {lam:.6f} bohr")
print(f"wavelength: {lam_pm:.4f} pm")
print(f"nonrelativistic wavelength: {2*np.pi/k_nr*bohr_m*1e12:.4f} pm")
print(f"interaction constant sigma: {sigma:.6f} rad/(hartree bohr), Phi in a.u.")
print(f"sigma from Dirac eigenvalues: {sigma_numeric:.6f} rad/(hartree bohr)")
print(f"interaction constant sigma: {sigma_V_nm:.6f} rad/(V nm)")
print(f"nonrelativistic sigma: {1/k_nr/(hartree_eV*bohr_m*1e9):.6f} rad/(V nm)")
print(f"spin factor at 1 rad, numerical: {spin_factor:.6f} (no unit)")
print(f"spin factor at 1 rad, formula: {spin_formula:.6f} (no unit)")
print(f"model: transverse period {a_x:.0f} bohr, layer period {layer:.0f} bohr")
print(f"model: {layers} layers, thickness {thickness:.0f} bohr, Phi0 {Phi0:.0f} a.u.")
print(f"peak projected potential per slice: {2*projected:.1f} a.u.")
print(f"peak phase per slice: {2*projected*sigma:.4f} rad")
print(f"first-beam free phase per slice: {G**2*layer/(2*k):.5f} rad")
print(f"first-beam free phase, whole crystal: {G**2*thickness/(2*k):.4f} rad")
print(f"peak V^2 term / linear term: {2*Phi0/(2*gamma*c**2):.2e} (no unit)")
print(f"fifth-beam angle: {theta5*1e3:.2f} mrad")
print(f"fifth-beam spin loss: {(v/c)**2*np.sin(theta5/2)**2:.2e} (no unit)")
print(f"fifth-beam paraxial phase error: {phase_gap:.2e} rad")
print("beam intensities (fraction of incident): order, Dirac, multislice,"
      " nonrelativistic, no propagation")
for n in range(5):
    i = size // 2 + n
    print(f"  {n}  {I_dirac[i]:.5f}  {I_multi[i]:.5f}  {I_nonrel[i]:.5f}  {I_noprop[i]:.5f}")
print(f"largest gap multislice - Dirac: {difference:.1e} (fraction)")
print(f"largest gap, nonrelativistic constants: {difference_nr:.3f} (fraction)")
print(f"largest gap, no propagation: {difference_np:.3f} (fraction)")
print(f"wave error ratio on halving slices: {wave_ratio:.3f} (no unit)")
print(f"intensity error ratio on halving slices: {intensity_ratio:.3f} (no unit)")
print("checks complete")
```

Output:

```
accelerating voltage: 300 kV
speed of light c: 137.0360 a.u.
kinetic energy T: 11024.80 hartree
rest energy c^2: 18778.87 hartree
gamma: 1.58709 (no unit)
speed v: 106.412 a.u.
v/c: 0.77653 (no unit)
wavenumber k: 168.885 1/bohr
wavelength: 0.037204 bohr
wavelength: 1.9687 pm
nonrelativistic wavelength: 2.2391 pm
interaction constant sigma: 0.009397 rad/(hartree bohr), Phi in a.u.
sigma from Dirac eigenvalues: 0.009397 rad/(hartree bohr)
interaction constant sigma: 0.006526 rad/(V nm)
nonrelativistic sigma: 0.004677 rad/(V nm)
spin factor at 1 rad, numerical: 0.861403 (no unit)
spin factor at 1 rad, formula: 0.861403 (no unit)
model: transverse period 6 bohr, layer period 8 bohr
model: 25 layers, thickness 200 bohr, Phi0 2 a.u.
peak projected potential per slice: 16.0 a.u.
peak phase per slice: 0.1504 rad
first-beam free phase per slice: 0.02597 rad
first-beam free phase, whole crystal: 0.6493 rad
peak V^2 term / linear term: 6.71e-05 (no unit)
fifth-beam angle: 31.01 mrad
fifth-beam spin loss: 1.45e-04 (no unit)
fifth-beam paraxial phase error: 3.90e-03 rad
beam intensities (fraction of incident): order, Dirac, multislice, nonrelativistic, no propagation
  0  0.10583  0.10579  0.37671  0.08629
  1  0.35638  0.35642  0.28429  0.33822
  2  0.08589  0.08590  0.02679  0.10570
  3  0.00472  0.00472  0.00056  0.01218
  4  0.00007  0.00007  0.00000  0.00074
largest gap multislice - Dirac: 4.0e-05 (fraction)
largest gap, nonrelativistic constants: 0.271 (fraction)
largest gap, no propagation: 0.020 (fraction)
wave error ratio on halving slices: 2.004 (no unit)
intensity error ratio on halving slices: 4.000 (no unit)
checks complete
```
